# Macrospin Switching Current of a Perpendicular Tunnel Junction: a numerical check

```python
"""Critical current of a perpendicular macrospin under spin-transfer torque.

Result under test (Hartree atomic units, e = hbar = 1):
    I_c = 4 * alpha * E_b / eta
E_b   : energy barrier of the free layer at zero current
alpha : Gilbert damping;  eta : spin-torque efficiency, constant in angle
S     : magnitude of the spin angular momentum of the layer, in hbar
m     : unit magnetization vector, starting near +z
The spin torque has size eta*I/2*sin(theta) and drives m away from +z.
No thermal field acts; temperature only sets the size of E_b.
The threshold is found from the full Gilbert equation, by linear stability
and by time integration, and compared with the derived formulas.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE = constants.physical_constants["Hartree energy"][0]
AU_CURRENT = constants.physical_constants["atomic unit of current"][0]
AU_TIME = constants.physical_constants["atomic unit of time"][0]

temperature = 300.0
barrier_factor = 60.0
damping = 0.01
efficiency = 0.6
layer_spin = 5.0e4

thermal_energy = constants.k * temperature / HARTREE
barrier = barrier_factor * thermal_energy
critical_current = 4.0 * damping * barrier / efficiency


def energy(m):
    return barrier * (1.0 - m[2] ** 2)


def energy_gradient(m, step=1.0e-3):
    gradient = []
    for k in range(3):
        plus, minus = list(m), list(m)
        plus[k] += step
        minus[k] -= step
        gradient.append((energy(plus) - energy(minus)) / (2.0 * step))
    return gradient


def cross(a, b):
    return (a[1] * b[2] - a[2] * b[1],
            a[2] * b[0] - a[0] * b[2],
            a[0] * b[1] - a[1] * b[0])


def velocity(m, current, alpha, spin):
    """dm/dt from the implicit Gilbert equation, solved as a linear system."""
    m = [float(x) for x in m]
    precession = cross(m, energy_gradient(m))
    transfer = cross(m, cross(m, (0.0, 0.0, 1.0)))
    strength = 0.5 * efficiency * current
    torque = [(p + strength * q) / spin
              for p, q in zip(precession, transfer)]
    x, y, z = m
    matrix = np.array([[1.0, alpha * z, -alpha * y],
                       [-alpha * z, 1.0, alpha * x],
                       [alpha * y, -alpha * x, 1.0]])
    return np.linalg.solve(matrix, np.array(torque))


def growth_rate(current, alpha, spin, step=1.0e-4):
    """Largest growth rate of a small tilt from +z, in units of 2*E_b/S."""
    jacobian = np.zeros((2, 2))
    height = math.sqrt(1.0 - step ** 2)
    for k in range(2):
        plus, minus = [0.0, 0.0, height], [0.0, 0.0, height]
        plus[k], minus[k] = step, -step
        change = (velocity(plus, current, alpha, spin)
                  - velocity(minus, current, alpha, spin))
        jacobian[:, k] = change[:2] / (2.0 * step)
    return np.linalg.eigvals(jacobian).real.max() * spin / (2.0 * barrier)


def stability_threshold(alpha, spin):
    return brentq(lambda current: growth_rate(current, alpha, spin),
                  1.0e-5, 1.0, xtol=1.0e-13, rtol=1.0e-12)


def simulate(ratio, tilt, duration):
    """Integrate in time units S/(2*E_b); stop if m reaches the equator."""
    unit = layer_spin / (2.0 * barrier)
    current = ratio * critical_current

    def rhs(time, m):
        return unit * velocity(m, current, damping, layer_spin)

    def equator(time, m):
        return m[2]

    equator.terminal = True
    start = [math.sin(tilt), 0.0, math.cos(tilt)]
    run = solve_ivp(rhs, (0.0, duration), start, method="DOP853",
                    rtol=1.0e-8, atol=1.0e-10, events=equator)
    assert run.success
    final = run.y[:, -1]
    assert abs(np.linalg.norm(final) - 1.0) < 1.0e-3
    angle = math.atan2(math.hypot(final[0], final[1]), final[2])
    return len(run.t_events[0]) > 0, run.t[-1], angle


def equator_time(ratio, tilt):
    """Closed formula for the time to the equator, in units S/(2*E_b)."""
    u = math.cos(tilt)
    reduced = (-math.log(1.0 - u) / (2.0 * (ratio - 1.0))
               + math.log(1.0 + u) / (2.0 * (ratio + 1.0))
               + math.log((ratio - u) / ratio) / (ratio ** 2 - 1.0))
    return reduced * (1.0 + damping ** 2) / damping


print(f"temperature = {temperature:.0f} K")
print(f"thermal energy k_B T = {thermal_energy:.6e} hartree")
print(f"barrier / thermal energy = {barrier_factor:.0f}")
print(f"barrier E_b = {barrier:.6f} hartree")
print(f"damping alpha = {damping:.2f}")
print(f"efficiency eta = {efficiency:.1f}")
print(f"formula I_c = {critical_current:.6e} atomic units of current")
print(f"formula I_c = {critical_current * AU_CURRENT * 1e6:.3f} microampere")

# Linear stability: no dependence on S, and validity at large damping.
for alpha, spin in ((damping, layer_spin), (damping, 2.0e4),
                    (0.3, layer_spin)):
    found = stability_threshold(alpha, spin)
    expected = 4.0 * alpha * barrier / efficiency
    assert abs(found / expected - 1.0) < 1.0e-5
    print(f"stability threshold, alpha = {alpha:.2f}, S = {spin:.0f} hbar: "
          f"{found * AU_CURRENT * 1e6:.3f} microampere")

time_unit_ns = layer_spin / (2.0 * barrier) * AU_TIME * 1.0e9
print(f"anisotropy angular frequency, S = {layer_spin:.0f} hbar: "
      f"{1.0 / time_unit_ns:.3f} rad/ns")

# Below threshold, or inside the unstable cone, the tilt must decay.
for ratio, tilt, duration in ((0.9, 0.05, 2000.0), (0.8, 0.5, 1500.0)):
    switched, elapsed, angle = simulate(ratio, tilt, duration)
    assert not switched and angle < 0.7 * tilt
    print(f"I/I_c = {ratio:.2f}, start {tilt:.2f} rad: no reversal, "
          f"tilt {angle:.4f} rad after {elapsed * time_unit_ns:.2f} ns")

# Above threshold, or outside the unstable cone, m must reach the equator.
for ratio, tilt in ((1.1, 0.05), (1.5, 0.05), (0.95, 0.5)):
    predicted = equator_time(ratio, tilt)
    switched, elapsed, angle = simulate(ratio, tilt, 1.5 * predicted)
    assert switched
    # The time formula follows the smooth tilt; integration error is small.
    assert abs(elapsed / predicted - 1.0) < 2.0e-3
    print(f"I/I_c = {ratio:.2f}, start {tilt:.2f} rad: equator at "
          f"{elapsed * time_unit_ns:.3f} ns simulated, "
          f"{predicted * time_unit_ns:.3f} ns formula")

# After the equator the same current must carry m on to the opposite pole.
switched, elapsed, angle = simulate(1.1, math.pi / 2 + 0.01, 800.0)
assert not switched and angle > 3.1
print(f"I/I_c = 1.10, start just past equator: tilt {angle:.4f} rad "
      f"after {elapsed * time_unit_ns:.2f} ns")

cone_tilt = 0.5
print(f"threshold ratio for start at {cone_tilt:.2f} rad = "
      f"{math.cos(cone_tilt):.4f}")
print("verified")
```

Running it gives:

```
temperature = 300 K
thermal energy k_B T = 9.500435e-04 hartree
barrier / thermal energy = 60
barrier E_b = 0.057003 hartree
damping alpha = 0.01
efficiency eta = 0.6
formula I_c = 3.800174e-03 atomic units of current
formula I_c = 25.171 microampere
stability threshold, alpha = 0.01, S = 50000 hbar: 25.171 microampere
stability threshold, alpha = 0.01, S = 20000 hbar: 25.171 microampere
stability threshold, alpha = 0.30, S = 50000 hbar: 755.127 microampere
anisotropy angular frequency, S = 50000 hbar: 94.263 rad/ns
I/I_c = 0.90, start 0.05 rad: no reversal, tilt 0.0068 rad after 21.22 ns
I/I_c = 0.80, start 0.50 rad: no reversal, tilt 0.0415 rad after 15.91 ns
I/I_c = 1.10, start 0.05 rad: equator at 23.585 ns simulated, 23.585 ns formula
I/I_c = 1.50, start 0.05 rad: equator at 6.309 ns simulated, 6.309 ns formula
I/I_c = 0.95, start 0.50 rad: equator at 5.897 ns simulated, 5.897 ns formula
I/I_c = 1.10, start just past equator: tilt 3.1416 rad after 8.49 ns
threshold ratio for start at 0.50 rad = 0.8776
verified
```
